# State multipoles and isotropic relaxation: one rate for each rank

**Q.** I have an atom in one level of angular momentum $J$, described by a density matrix $\rho$. Its elements $\langle JM|\rho|JM'\rangle$ already hold everything. Why expand it in anything else?

**A.** Because the elements depend on the choice of axes in an untidy way. A rotation $D$ changes $\rho$ into $D\rho D^\dagger$, and this generally mixes populations with coherences. We want combinations that mix in the smallest possible groups.

Set $\hbar=1$ and write $X=J(J+1)$. For a small rotation about axis $i$, $D\approx1-i\epsilon J_i$, so the change of an operator $B$ is $-i\epsilon[J_i,B]$. The question is therefore how $|JM\rangle\langle JM'|$ behaves under commutators:

$$[J_i,|a\rangle\langle b|]=(J_i|a\rangle)\langle b|-|a\rangle(\langle b|J_i).$$

The ket turns as usual. For the bra define $\beta_m=(-1)^{J+m}\langle J,-m|$. Then $-\beta_mJ_z=m\beta_m$. Also

$$\langle J,-m|J_\pm=(J_\mp|J,-m\rangle)^\dagger=\sqrt{X-m(m\pm1)}\,\langle J,-(m\pm1)|.$$

The minus sign in the commutator is absorbed by the sign change between $\beta_m$ and $\beta_{m\pm1}$, giving

$$-\beta_mJ_\pm=\sqrt{X-m(m\pm1)}\,\beta_{m\pm1}.$$

So $\beta_m$ behaves like a ket $|Jm\rangle$.

**Q.** Then an operator on the level behaves like a state of two angular momenta $J$?

**A.** Yes, and the two can be coupled to a total $K=0,1,\dots,2J$. With $m=-M'$ and Condon–Shortley phases, define

$$T_{KQ}=\sum_{MM'}(-1)^{J-M'}\langle JM,J{-}M'|KQ\rangle\,|JM\rangle\langle JM'| .$$

The commutators play the part of the total angular momentum, so

$$[J_z,T_{KQ}]=Q\,T_{KQ},\qquad [J_\pm,T_{KQ}]=\sqrt{K(K+1)-Q(Q\pm1)}\;T_{K,Q\pm1}.$$

The operators $|JM\rangle\langle JM'|$ are orthonormal in the product $\mathrm{Tr}(A^\dagger B)$, and the coupling coefficients form a unitary matrix. Hence $\mathrm{Tr}(T_{KQ}^\dagger T_{K'Q'})=\delta_{KK'}\delta_{QQ'}$. Their number is $\sum_{K=0}^{2J}(2K+1)=(2J+1)^2$, which is the number of matrix elements, so they form a basis:

$$\rho=\sum_{KQ}\rho_{KQ}T_{KQ},\qquad \rho_{KQ}=\mathrm{Tr}(\rho\,T_{KQ}^\dagger).$$

The coefficients $\rho_{KQ}$ are the state multipoles. A rotation mixes different $Q$ but leaves $K$ alone.

**Q.** Those are coupling coefficients, not physics. What do ranks 1 and 2 measure?

**A.** A small lemma identifies the operators. Suppose $B$ satisfies $[J_z,B]=KB$ and $[J_+,B]=0$. The first condition restricts its expansion to $B=\sum_{K'\ge K}b_{K'}T_{K'K}$. The second gives

$$\sum_{K'\ge K}b_{K'}\sqrt{K'(K'+1)-K(K+1)}\;T_{K',K+1}=0 .$$

The root is nonzero for $K'>K$, and the operators are independent, so $b_{K'}=0$ there. Thus $B$ is a multiple of $T_{KK}$.

The power $J_+^K$ satisfies both conditions, so $T_{KK}\propto J_+^K$. The phase convention makes $\langle JJ,J\,K{-}J|KK\rangle$ positive. This term has $M'=J-K$ and carries the sign $(-1)^K$, so $T_{11}$ is a negative multiple of $J_+$ and $T_{22}$ a positive multiple of $J_+^2$.

For rank 1 put $T_{11}=-nJ_+/\sqrt2$ with $n>0$. Lowering gives $\sqrt2\,T_{10}=[J_-,T_{11}]=\sqrt2\,nJ_z$, because $[J_-,J_+]=-2J_z$. So $T_{10}=nJ_z$. Since $\mathrm{Tr}J_z^2$ is one third of $\mathrm{Tr}\,\mathbf J^2=X(2J+1)$, normalisation gives

$$T_{10}=\sqrt{\frac{3}{X(2J+1)}}\;J_z .$$

Up to a common factor, the three $\rho_{1Q}$ are therefore the components of $\langle\mathbf J\rangle$ in another basis. This is orientation.

**Q.** And rank 2?

**A.** Put $T_{22}=aJ_+^2$ with $a>0$. Lowering once gives

$$2T_{21}=a[J_-,J_+^2]=-2a(J_zJ_++J_+J_z).$$

For the next step use $[J_-,J_z]=J_-$ and $J_+J_-+J_-J_+=2(X-J_z^2)$:

$$\sqrt6\,T_{20}=-a\,[J_-,J_zJ_++J_+J_z]=-a\,(J_-J_++J_+J_--4J_z^2)=2a\,(3J_z^2-X).$$

So $\rho_{20}\propto\langle3J_z^2-X\rangle$, and the five $\rho_{2Q}$ are, again up to a common factor and in another basis, the components of the symmetric traceless tensor

$$\langle Q_{ij}\rangle,\qquad Q_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13X\delta_{ij}.$$

This is alignment. An equal mixture of $M=J$ and $M=-J$ has no orientation, but for $J\ge1$ it is aligned, since $3J^2-X=J(2J-1)>0$. A level with $J=\tfrac12$ has no alignment, because there $J_+^2=0$.

**Q.** Now relaxation. You will say each rank decays with its own rate. But there are $(2J+1)^2$ coefficients, and a linear equation could couple them all.

**A.** It could, so the assumptions matter. Let $d\rho/dt=\mathcal L\rho$, where $\mathcal L$ is linear, independent of time, and maps Hermitian operators to Hermitian ones. Isotropy means that rotating the state and then letting it relax gives the same as relaxing first and then rotating:

$$\mathcal L(D\rho D^\dagger)=D\,\mathcal L(\rho)\,D^\dagger .$$

For small rotations the terms of first order in $\epsilon$ give $\mathcal L([J_i,B])=[J_i,\mathcal L(B)]$. By linearity this holds for every operator $B$ on the level, and for $J_\pm$ in place of $J_i$.

Apply it to $T_{KK}$:

$$[J_z,\mathcal L(T_{KK})]=K\mathcal L(T_{KK}),\qquad [J_+,\mathcal L(T_{KK})]=\mathcal L([J_+,T_{KK}])=0 .$$

These are the two conditions of the lemma, so $\mathcal L(T_{KK})=-\Gamma_KT_{KK}$ for some number $\Gamma_K$.

**Q.** That covers $Q=K$. Why not a different number for each $Q$?

**A.** Suppose $\mathcal L(T_{KQ})=-\Gamma_KT_{KQ}$ for some $Q>-K$. Take the commutator with $J_-$ on both sides. With $s=\sqrt{K(K+1)-Q(Q-1)}$,

$$s\,\mathcal L(T_{K,Q-1})=-\Gamma_K\,s\,T_{K,Q-1}.$$

Since $s\neq0$, it cancels. The same number is passed down the ladder to $Q=-K$. Comparing coefficients in $d\rho/dt=\mathcal L\rho$ gives

$$\boxed{\;\frac{d\rho_{KQ}}{dt}=-\Gamma_K\,\rho_{KQ}\;}\qquad\rho_{KQ}(t)=e^{-\Gamma_Kt}\rho_{KQ}(0).$$

**Q.** To call this damping, $\Gamma_K$ must be real and not negative. You have shown neither.

**A.** For $Q=0$ the definition of $T_{K0}$ contains terms with $M=M'$ and real coefficients. It is real and diagonal, hence Hermitian. Then $\mathcal L(T_{K0})=-\Gamma_KT_{K0}$ must be Hermitian too, so $\Gamma_K$ is real.

For the sign, assume that the evolution $e^{\mathcal Lt}$ conserves the trace and turns states into states for all $t\ge0$. Since $T_{00}=1/\sqrt{2J+1}$ times the identity, the trace of $\rho$ sits in $\rho_{00}$, and $\Gamma_0=0$. Now start from $\rho=1/(2J+1)+\varepsilon T_{K0}$ with $K>0$, which is a valid state for small enough $\varepsilon$. Orthonormality gives

$$\mathrm{Tr}\rho^2=\frac1{2J+1}+\varepsilon^2e^{-2\Gamma_Kt}\le1 .$$

A negative $\Gamma_K$ would break this bound at late times. So $\Gamma_K\ge0$; zero is allowed.

**Q.** A real collision has a direction. No single event is isotropic.

**A.** The mean effect can be. Let short events occur at random times at the rate $R$, and let one event of a given orientation change $\rho$ into $\Phi\rho$. In a time $dt$ an event happens with probability $R\,dt$, so events of that orientation alone have the generator $\mathcal L_0=R(\Phi-1)$. This contains the full effect of an event, including its second-order terms, and not only the Hamiltonian acting during it. If each event has an independent, uniformly random orientation, the mean change in $dt$ is averaged over orientations, so the generator is the average $\mathcal L$ of $\mathcal L_0$ over all rotations. An extra rotation only relabels the terms of a uniform average, so $\mathcal L$ commutes with rotations. Its rates follow from $\mathcal L_0$. A rotation mixes the $T_{KQ}$ of one rank by a unitary matrix, which leaves the sum over $Q$ of diagonal elements unchanged:

$$\Gamma_K=-\frac1{2K+1}\sum_Q\mathrm{Tr}\big(T_{KQ}^\dagger\,\mathcal L_0T_{KQ}\big).$$

This formula holds for any linear $\mathcal L_0$. As a numerical example, take $J=\tfrac32$ and a random anisotropic generator, made of a Hamiltonian part and a dissipative part rather than built from a particular event $\Phi$. Before averaging, the largest element coupling different multipoles is 1.251 in the arbitrary rate unit used, and the real parts of the rank-1 diagonal rates spread from 0.624 to 0.852. After averaging the couplings vanish to numerical accuracy, and the three rank-1 rates equal 0.776.

If instead each atom keeps one frozen orientation of its surroundings, one must average the evolution and not the generator. The averaged evolution still commutes with rotations, so the same proof gives one factor $g_K(t)$ per rank, but this factor need not be exponential.

**Q.** Symmetry leaves the values of $\Gamma_K$ open. Can you compute some?

**A.** Take random small rotations first, as from a fluctuating magnetic field without preferred direction. A kick by the angle vector $\boldsymbol\theta$ gives, to second order,

$$\rho\to\rho-i\sum_i\theta_i[J_i,\rho]-\tfrac12\sum_{ij}\theta_i\theta_j[J_i,[J_j,\rho]] .$$

Over isotropic kicks of size $\theta$, $\overline{\theta_i}=0$ and $\overline{\theta_i\theta_j}=\delta_{ij}\theta^2/3$. With $R$ kicks per unit time,

$$\mathcal L\rho=-\frac{\gamma_1}2\sum_i[J_i,[J_i,\rho]],\qquad\gamma_1=\frac{R\theta^2}3 .$$

The double commutator acts like a squared total angular momentum, that is, as $J_z^2+J_z+J_-J_+$ does on a ket. On $T_{KQ}$ this is $Q^2+Q+K(K+1)-Q(Q+1)=K(K+1)$. Therefore

$$\Gamma_K=\tfrac12\gamma_1K(K+1)\qquad\text{(vector noise)}.$$

Alignment decays three times as fast as orientation in this model. The factor 3 needs small angles: for $J=1$ and rotations by a finite angle about random axes, $\Gamma_2/\Gamma_1$ is 2.45 at 1 rad, 1.80 at $\pi/2$ and 0.60 at $\pi$.

**Q.** So higher ranks are more fragile. That sounds like a general rule.

**A.** It is not one. Let the random coupling be quadratic in $\mathbf J$, as for a fluctuating field gradient acting on a quadrupole moment. Small isotropic kicks generated by the $Q_{ij}$ give, by the same second-order expansion,

$$\mathcal L\rho=\gamma_2\sum_{ij}\Big(Q_{ij}\rho Q_{ij}-\tfrac12Q_{ij}^2\rho-\tfrac12\rho Q_{ij}^2\Big).$$

To find its rates, let $\mathcal C\rho=\sum_iJ_i\rho J_i$. Expanding the double commutator gives $\sum_i[J_i,[J_i,\rho]]=2X\rho-2\mathcal C\rho$, so on rank $K$ the map $\mathcal C$ has the value $c_K=X-\kappa$ with $\kappa=K(K+1)/2$.

Two orderings of four factors occur. The nested one is $\sum J_iJ_j\rho J_jJ_i=\mathcal C^2\rho$. In the other, write $J_iJ_j=J_jJ_i+i\sum_k\epsilon_{ijk}J_k$ on the right of $\rho$, and use $\sum_{ij}i\epsilon_{ijk}J_iJ_j=i(\mathbf J\times\mathbf J)_k=-J_k$:

$$\sum_{ij}J_iJ_j\rho J_iJ_j=\mathcal C^2\rho-\mathcal C\rho .$$

The symmetrised products contain each ordering with weight one half, which gives $\mathcal C^2-\tfrac12\mathcal C$. The trace part of $Q_{ij}$ adds $-\tfrac23X^2+\tfrac13X^2=-\tfrac13X^2$. So $\sum Q_{ij}\rho Q_{ij}$ has the value $q_K=c_K^2-\tfrac12c_K-\tfrac13X^2$ on rank $K$. Setting $\rho$ to the identity shows that $\sum Q_{ij}^2=q_0$. Hence

$$\Gamma_K=\gamma_2(q_0-q_K)=\gamma_2\Big[X^2-(X-\kappa)^2-\tfrac12\kappa\Big]=\gamma_2\,\kappa\Big(2X-\kappa-\tfrac12\Big),$$

$$\Gamma_K=\tfrac14\gamma_2K(K+1)\,[4X-1-K(K+1)]\qquad\text{(tensor noise)}.$$

For $J=1$ this gives $\Gamma_1=2.5\gamma_2$ and $\Gamma_2=1.5\gamma_2$: orientation is now the more fragile. For $J=\tfrac12$ the rate vanishes, as it must, since then $Q_{ij}=0$.

**Q.** When does the theorem itself fail?

**A.** When an assumption fails. If the noise acts along $z$ alone, $\mathcal L\rho=-\tfrac12\gamma[J_z,[J_z,\rho]]$, and $T_{KQ}$ decays at $\tfrac12\gamma Q^2$. The rate then depends on $Q$ and not on $K$. A static field along $z$ adds $-i\omega[J_z,\rho]$, which turns each multipole by the phase $e^{-i\omega Qt}$.

Another assumption is the single level. The lemma needs each rank to occur once. For two spins $\mathbf S$ and $\mathbf I$ of size $\tfrac12$, both $S_z$ and $I_z$ have rank 1 under common rotations. Let isotropic vector noise of strength $\gamma$ act on $\mathbf S$ alone. Then $\langle S_z\rangle$ decays as $e^{-\gamma t}$ and $\langle I_z\rangle$ stays. If they start equal, the fraction of total orientation left is $(1+e^{-\gamma t})/2$. It is 0.684 at $\gamma t=1$ and 0.568 at $\gamma t=2$, whereas a single exponential through the first value would give 0.468. The relaxation is isotropic, but $\Gamma_1$ has become a matrix.

**Q.** How would I see these ranks in light?

**A.** Take emission from $J=1$ to $J=0$, observed along $z$. Use the Cartesian states

$$|x\rangle=\frac{|{-1}\rangle-|1\rangle}{\sqrt2},\qquad|y\rangle=\frac{i(|{-1}\rangle+|1\rangle)}{\sqrt2}.$$

The dipole operator is a vector and the lower state is isotropic, so component $i$ of the dipole connects the lower state to $|i\rangle$ with equal strength for every $i$. Behind a polariser $\mathbf e$ the intensity is $I(\mathbf e)=\langle e|\rho|e\rangle$, in units of a common factor.

The circular components $I_\pm$ are the populations of $M=\pm1$. For $J=1$, $T_{10}=J_z/\sqrt2$, so

$$I_+-I_-=\langle J_z\rangle=\sqrt2\,\rho_{10}.$$

For the linear components, the populations cancel in the difference, leaving $I_x-I_y=-2\,\mathrm{Re}\langle1|\rho|{-1}\rangle$. The normalised $T_{22}$ is $|1\rangle\langle{-1}|$, so this is $-2\,\mathrm{Re}\,\rho_{22}$.

The total is $I_++I_-=I_x+I_y=\langle J_z^2\rangle$. Since $3J_z^2-2$ has diagonal $(1,-2,1)$, $T_{20}=(3J_z^2-2)/\sqrt6$. With $N=\mathrm{Tr}\rho$ this gives

$$\langle J_z^2\rangle=\frac{2N+\sqrt6\,\rho_{20}}3 .$$

So, seen along $z$, circular polarisation shows the orientation component $\rho_{10}$ and linear polarisation the alignment component $\rho_{22}$. Both are divided by a total that itself contains the alignment component $\rho_{20}$. Linear polarisation is therefore a sign of alignment, but its absence in this one direction does not exclude alignment: an equal mixture of $M=1$ and $M=-1$ shows none.

**Q.** Put numbers in. And the atom decays while you watch; does that spoil the rates?

**A.** Radiative loss adds $-A\rho$, which is isotropic and adds $A$ to every rank, including rank 0. It cancels from intensity ratios at a given time.

Take a model level with $A=50$, $\gamma_1=10$ and $\gamma_2=4\ \mu\mathrm s^{-1}$. A pulse much shorter than all relaxation times, with polarisation $(2\hat x+i\hat y)/\sqrt5$, excites it from $J=0$. The state is

$$\frac{2|x\rangle+i|y\rangle}{\sqrt5}=\frac{-3|1\rangle+|{-1}\rangle}{\sqrt{10}} .$$

Hence $\langle J_z\rangle=0.9-0.1=0.8$, $\rho_{22}=-0.3$ and $\langle J_z^2\rangle=1$. The initial circular polarisation $C=(I_+-I_-)/(I_++I_-)$ is 0.8, and the linear one $P=(I_x-I_y)/(I_x+I_y)$ is 0.6.

The two noises add:

$$\Gamma_1=10+2.5\times4=20\ \mu\mathrm s^{-1},\qquad\Gamma_2=3\times10+1.5\times4=36\ \mu\mathrm s^{-1}.$$

Initially $\sqrt6\rho_{20}=1$, so after division by $N$ the total is $(2+e^{-\Gamma_2t})/3$. At $t=20$ ns the damping factors are $e^{-0.40}=0.670$ and $e^{-0.72}=0.487$, and

$$C=\frac{3\times0.8\times0.670}{2+0.487}=0.647,\qquad P=\frac{3\times0.6\times0.487}{2+0.487}=0.352 .$$

$C$ keeps 0.81 of its initial value, more than the factor 0.670 alone would leave, because the total has fallen too: relaxation moves atoms into $M=0$, which sends no light along $z$.

**Q.** And if my detector collects the whole pulse of fluorescence?

**A.** Then integrate the intensities before dividing. Each multipole contributes $\int_0^\infty e^{-(A+\Gamma_K)t}dt=1/(A+\Gamma_K)$, so the exponentials are replaced by $A/(A+\Gamma_K)$: $50/70=0.714$ for rank 1 and $50/86=0.581$ for rank 2. This gives $C=0.664$ and $P=0.405$. Here $A$ does matter, since it sets how long the atoms relax before they emit.

**Q.** Could I tell the two kinds of noise apart?

**A.** Within this model of small kicks, with the initial state known and no static field, yes, by measuring both polarisations at a known time. (A field of 50 μT along $z$ with $g=1$ already lowers the value $P=0.352$ found above to 0.347.) $P$ depends only on $\Gamma_2$ and so fixes it; $C$ then fixes $\Gamma_1$. The two relations $\Gamma_1=\gamma_1+2.5\gamma_2$ and $\Gamma_2=3\gamma_1+1.5\gamma_2$ can be solved for $\gamma_1$ and $\gamma_2$. With vector noise alone at $\gamma_1=20\ \mu\mathrm s^{-1}$, the rates are $\Gamma_1=20$ and $\Gamma_2=60\ \mu\mathrm s^{-1}$, and at 20 ns $C=0.699$ and $P=0.236$. With tensor noise alone at $\gamma_2=20\ \mu\mathrm s^{-1}$, they are 50 and $30\ \mu\mathrm s^{-1}$, and $C=0.346$ and $P=0.388$. The linear polarisation started lower and is now the higher of the two. The assignment rests on the kicks being small. Pure rotations by $\pi$ about random axes, at the rate $R=37.5\ \mu\mathrm s^{-1}$, also give $\Gamma_1=50$ and $\Gamma_2=30\ \mu\mathrm s^{-1}$ and the same $C$ and $P$ as tensor noise alone. For strong events, the two rates therefore do not identify the coupling. Isotropy fixes how many rates there are; the kind and the strength of the interaction fix their values and their order.

## Numbers as computed

```
Noise rates per unit strength (dimensionless)
 J=0.5 K=1..1: vector 1.00 | tensor 0.00
 J=1.0 K=1..2: vector 1.00 3.00 | tensor 2.50 1.50
 J=1.5 K=1..3: vector 1.00 3.00 6.00 | tensor 6.00 12.00 6.00
 J=2.0 K=1..4: vector 1.00 3.00 6.00 10.00 | tensor 10.50 25.50 33.00 15.00
Random generator, J=3/2 (arbitrary rate unit)
 largest off-diagonal element before averaging: 1.251
 off-diagonal below 1e-10 after averaging: True
 K=1: before, real parts 0.624 to 0.852; after, 0.776
 K=2: before, real parts 0.663 to 0.830; after, 0.748
 K=3: before, real parts 0.509 to 0.999; after, 0.753
Two spins, noise on one: total orientation left (fraction)
 at gamma*t=1: 0.6839; at gamma*t=2: 0.5677; single exponential would give 0.4678
J=1 example: excitation polarisation (2x+iy)/sqrt(5)
 A = 50 1/us, observation time = 20 ns
 initial multipoles (dimensionless): rho_00=0.5774 rho_10=0.5657 rho_20=0.4082 rho_22=-0.3000
 polarisation at 0 ns: circular 0.8000, linear 0.6000
 mixed noise: gamma1=10, gamma2=4 1/us
  Gamma_1=20.0, Gamma_2=36.0 1/us (without A)
  at 20 ns: circular 0.6469, linear 0.3523
  time-integrated: circular 0.6641, linear 0.4054
  population left 0.3679; factors without A: rank 1 0.6703, rank 2 0.4868
  multipoles then: rho_00=0.2124 rho_10=0.1395 rho_20=0.0731 rho_22=-0.0537
  integrated weights A/(A+Gamma_K): K=1 0.7143, K=2 0.5814
 vector only: gamma1=20, gamma2=0 1/us
  Gamma_1=20.0, Gamma_2=60.0 1/us (without A)
  at 20 ns: circular 0.6991, linear 0.2356
  time-integrated: circular 0.6984, linear 0.3333
 tensor only: gamma1=0, gamma2=20 1/us
  Gamma_1=50.0, Gamma_2=30.0 1/us (without A)
  at 20 ns: circular 0.3464, linear 0.3876
  time-integrated: circular 0.4571, linear 0.4286
```
